# Lead Self-Energies from Ando's Bloch Matrices

## Result and conventions

A lead is a chain of identical layers $n$ with spacing $a$. Each layer carries $N$ orthonormal orbitals, an on-site block $H_0=H_0^\dagger$ and hopping to its nearest neighbours,
$$H_{n,n+1}=B,\qquad H_{n+1,n}=B^\dagger. \tag{1}$$
The device ends at layer 0, and the right lead occupies $n\ge 1$. Layer 0 is coupled to layer 1 by the same $B$. The algebra uses atomic units, so $\hbar=1$.

Suppose that at real energy $E$ the lead has $N$ outgoing modes $\psi_n=\lambda_j^n u_j$. Each one either decays into the lead, $|\lambda_j|<1$, or propagates, $|\lambda_j|=1$, with velocity $v_j>0$. Let $U$ have the normalized vectors $u_j$ as columns, and let $\Lambda=\mathrm{diag}(\lambda_j)$. Then

$$F=U\Lambda U^{-1},\qquad \Sigma_R=BF, \tag{2}$$

where $F$ carries any outgoing wave forward by one layer and $\Sigma_R$ is the retarded self-energy that the right lead adds to layer 0. The result requires that no propagating mode at $E$ has zero velocity (so $E$ is not a band edge) and that $U$ is invertible. The meaning of the second condition is worked out below.

## The self-energy before any mode is computed

Take $z=E+i\eta$ with $\eta>0$. The Schrödinger equation in the lead is
$$(z-H_0)\psi_n-B\psi_{n+1}-B^\dagger\psi_{n-1}=0,\qquad n\ge1. \tag{3}$$
Suppose $\psi_0$ is given. In the equation for $n=1$ the term $B^\dagger\psi_0$ is then a known source, and (3) reads $(z-H_{\rm lead})\psi=s$, where $s$ equals $B^\dagger\psi_0$ on layer 1 and vanishes elsewhere. Since $H_{\rm lead}$ is Hermitian and $z$ is not real, $z-H_{\rm lead}$ has a bounded inverse. There is therefore one and only one square-summable solution. With $g$ the layer-1 block of that inverse, its first layer is
$$\psi_1=gB^\dagger\psi_0\equiv F\psi_0,\qquad F=gB^\dagger. \tag{4}$$

Removing layer 1 from the lead leaves an identical lead, for which layer 1 plays the part of layer 0. Hence $\psi_2=F\psi_1$, and by repetition
$$\psi_n=F^n\psi_0. \tag{5}$$

On layer 0 the lead enters the Schrödinger equation through the term $-B\psi_1=-BF\psi_0$. This has the form $-\Sigma_R\psi_0$, so
$$\Sigma_R=BF=BgB^\dagger. \tag{6}$$
The lead has been eliminated without approximation.

The same elimination gives $g$ itself. Seen from layer 1, the layers $n\ge2$ form a lead with self-energy $BF$, so
$$g^{-1}=z-H_0-BF. \tag{7}$$
This is needed when the device is attached by a hopping $H_{01}=V$ different from $B$. The source in layer 1 is then $V^\dagger\psi_0$, so $\psi_1=gV^\dagger\psi_0$ and
$$\Sigma_R=VgV^\dagger. \tag{8}$$
The short form $BF$ thus belongs to a contact whose hopping equals that of the lead. This can be arranged by counting the first lead layer as part of the device.

## Why the modes diagonalize $F$

Let $Fu=\lambda u$. By (5), $\psi_n=\lambda^n u$ solves the lead equation and is square-summable, so $|\lambda|<1$. Conversely, let $\lambda^n u$ with $|\lambda|<1$ solve (3). It is the square-summable solution with $\psi_0=u$, and (4) gives $\lambda u=Fu$. The eigenvectors of $F$ are therefore the decaying modes, and there are no others. The value $\lambda=0$ is included: the wave $u,0,0,\dots$ solves (3) if $B^\dagger u=0$, and then $Fu=gB^\dagger u=0$.

If the $N$ eigenvalues of $F$ are distinct, or more generally if $F$ has $N$ independent eigenvectors, then $FU=U\Lambda$. Multiplication by $U^{-1}$ from the right gives $F=U\Lambda U^{-1}$.

To find the modes, insert $\psi_n=\lambda^n u$ into (3) at $n=1$:
$$\left[\lambda(z-H_0)-\lambda^2B-B^\dagger\right]u=0. \tag{9}$$
With $w=\lambda u$ this quadratic problem becomes a linear one of size $2N$:
$$\begin{pmatrix}0&1\\-B^\dagger&z-H_0\end{pmatrix}\begin{pmatrix}u\\w\end{pmatrix}
=\lambda\begin{pmatrix}1&0\\0&B\end{pmatrix}\begin{pmatrix}u\\w\end{pmatrix}. \tag{10}$$
The first row states $w=\lambda u$, and the second then reproduces (9). No inverse of $B$ is needed. A singular $B$ produces eigenvalues $\lambda=0$ and $\lambda=\infty$. A generalized eigenvalue solver handles them when $\lambda=0$ has as many independent eigenvectors as its multiplicity, that is when $F^2$ has the same rank as $F$. This can fail in real leads, as shown below.

## The retarded limit selects by velocity

At real $E$ some modes have $|\lambda|=1$, and their modulus no longer says to which set they belong. The limit $\eta\to0^+$ decides. Write $\lambda=e^{i\kappa}$ with $\kappa=ka$. On a band $E(\kappa)$ with $dE/d\kappa=v/a\neq0$, a small shift $i\eta$ of the energy changes $\kappa$ by $i\eta a/v$ to leading order, so
$$\ln|\lambda(E+i\eta)|=-\frac{\eta a}{v}. \tag{11}$$
A mode with $v>0$ moves inside the unit circle and belongs to $F$; a mode with $v<0$ moves outside. Modes with $|\lambda|<1$ at real $E$ stay inside for small enough $\eta$. This gives the set used in (2). The sign of $k$ plays no part.

The velocity follows from the mode itself. The Bloch Hamiltonian is $H(\kappa)=H_0+\lambda B+\lambda^*B^\dagger$, and $d\lambda/d\kappa=i\lambda$. For a normalized eigenvector the derivative of the energy is the expectation value of $dH/d\kappa$:
$$\frac{v}{a}=u^\dagger(i\lambda B-i\lambda^*B^\dagger)u=i(x-x^*)=-2\,\mathrm{Im}\,x,\qquad x=\lambda\,u^\dagger Bu. \tag{12}$$
If several propagating modes share one $\lambda$, the matrix $i\lambda B-i\lambda^*B^\dagger$ must first be diagonalized within their space. To first order in a change $\delta\kappa$, $H(\kappa)$ restricted to that space is $E$ plus $\delta\kappa$ times this matrix, so its eigenvectors are the states that continue into separate bands and its eigenvalues are their slopes $v/a$. These slopes may differ in sign, and a mixture then has no definite direction.

Choosing $v<0$ instead corresponds to $z=E-i\eta$. Since $g(E-i\eta)=g(E+i\eta)^\dagger$, equation (6) then yields $Bg^\dagger B^\dagger=\Sigma_R^\dagger$, the advanced self-energy.

A chain with one orbital, $H_0=0$ and $B=-t$ with $t>0$, shows the signs. Here $E=-2t\cos\kappa$ and $v/a=2t\sin\kappa$, so the outgoing mode has $0<\kappa<\pi$. Then $F=e^{i\kappa}$ and $\Sigma_R=-te^{i\kappa}$, whose imaginary part $-t\sin\kappa$ is negative, as loss into the lead requires.

## The left lead and an incident wave

A left lead on layers $n\le-1$ is the mirror image of the right one. Reversing the order of the layers exchanges $B$ and $B^\dagger$. The relevant modes $\lambda_j^n w_j$ have $|\lambda_j|>1$ or $v_j<0$, and they are carried one layer to the left by the factor $1/\lambda_j$. With $W$ the matrix of their vectors,
$$\widetilde F=W\,\mathrm{diag}(1/\lambda_j)\,W^{-1},\qquad \Sigma_L=B^\dagger\widetilde F. \tag{13}$$
For singular $B$ some $\lambda_j$ are infinite; the factors $1/\lambda_j=0$ are harmless as long as $W$ is invertible.

Equation (6) assumes that the lead contains outgoing waves alone. Let a wave $\phi_n=\lambda_{\rm in}^n u_{\rm in}$ with $v<0$ also arrive from the right. Only the remainder $\psi_n-\phi_n$ is outgoing, so $\psi_1=\phi_1+F(\psi_0-\phi_0)$, and
$$B\psi_1=\Sigma_R\psi_0+B(\lambda_{\rm in}-F)u_{\rm in}. \tag{14}$$
The self-energy is unchanged, and the incident wave adds a known source on layer 0. This is the mode-matching form of the scattering problem.

## Flux and the broadening matrix

The anti-Hermitian part of $\Sigma_R$ measures escape into the lead. Define $\Gamma=i(\Sigma_R-\Sigma_R^\dagger)$. For two outgoing modes at real $E$ let
$$b=u_i^\dagger Bu_j,\qquad d=u_i^\dagger B^\dagger u_j,\qquad e=u_i^\dagger(E-H_0)u_j .$$
Equation (9) for mode $j$, multiplied by $u_i^\dagger$ from the left, and the adjoint of (9) for mode $i$, multiplied by $u_j$ from the right, give
$$\lambda_je=\lambda_j^2b+d,\qquad \lambda_i^*e=\lambda_i^{*2}d+b. \tag{15}$$
Multiply the first by $\lambda_i^*$ and the second by $\lambda_j$, and subtract. The terms in $e$ cancel:
$$0=\lambda_i^*\lambda_j^2b+\lambda_i^*d-\lambda_j\lambda_i^{*2}d-\lambda_jb
=(\lambda_i^*\lambda_j-1)(\lambda_jb-\lambda_i^*d). \tag{16}$$
Define $J_{ij}=i(\lambda_jb-\lambda_i^*d)$. It can differ from zero only if $\lambda_i^*\lambda_j=1$. Because outgoing modes have $|\lambda|\le1$, both must then propagate, with $\lambda_i=\lambda_j$. For distinct $\lambda$ this means $i=j$, and (12) gives the value $v_j/a$. For a shared $\lambda$, $J_{ij}$ is the element $u_i^\dagger(i\lambda B-i\lambda^*B^\dagger)u_j$ of the velocity matrix, which vanishes for $i\ne j$ once the modes are chosen as its eigenvectors. Thus $J$ is diagonal, with entries $v_j/a$ for propagating modes and zero for decaying ones.

When $F$ exists, $Fu_j=\lambda_ju_j$ and $u_i^\dagger F^\dagger=\lambda_i^*u_i^\dagger$, so
$$(U^\dagger\Gamma U)_{ij}=i\,u_i^\dagger(BF-F^\dagger B^\dagger)u_j=J_{ij}. \tag{17}$$
Hence $\Gamma$ has no negative eigenvalue, and its rank is the number of open channels. Decaying modes contribute to $\Sigma_R$ but cause no loss. In general $U$ is not unitary, so the eigenvalues of $\Gamma$ are not the numbers $v_j/a$.

## When $U$ cannot be inverted

Suppose the $\lambda_j$ are distinct and yet $Uc=0$ for some $c\ne0$. The outgoing wave $\psi_n=U\Lambda^nc$ then vanishes on layer 0. From the definition of $J$,
$$\sum_{j\ \rm open}\frac{v_j}{a}|c_j|^2=c^\dagger Jc=i(\psi_0^\dagger B\psi_1-\psi_1^\dagger B^\dagger\psi_0)=0. \tag{18}$$
All velocities in the sum are positive, so the open modes are absent and the wave decays. It is not zero everywhere: if $\sum_jc_j\lambda_j^nu_j$ vanished for all $n\ge0$, the distinct $\lambda_j$ would force each $c_ju_j$ to vanish. The wave is therefore a bound state of the cut lead, localized at its surface, with energy $E$.

Such a state, normalized and with amplitude $\varphi_1$ on layer 1, gives $g$ a pole with residue $\varphi_1\varphi_1^\dagger$. By (6) the self-energy has a pole with residue $(B\varphi_1)(B\varphi_1)^\dagger$, and it has no finite limit at that energy if $B\varphi_1\neq0$. In this case of distinct $\lambda_j$ the singular $U$ reports a property of the lead, not a defect of the method.

A different failure occurs when two eigenvalues of $F$ merge and share one eigenvector. Then $F=gB^\dagger$ may still exist, but it needs a Jordan form in place of $\Lambda$. With singular $B$ this can happen at $\lambda=0$ for all energies, depending on where the layers are cut. Take poly(p-phenylene) with on-site energy zero and nearest-neighbour hopping $-t$, and cut each ring through its two bonds parallel to the chain. The combinations odd under the mirror along the chain, $\beta$ on the left of the cut and $\alpha$ on its right, couple only to each other, so $F\beta=-(t/z)\alpha$ and $F\alpha=0$. The wave $\beta,\,-(t/z)\alpha,\,0,\dots$ is not of the form $\lambda^n u$, a solver returns parallel vectors, and $BU\Lambda U^{-1}$ is wrong although $\Sigma_R=BgB^\dagger$ is finite for $z\neq0$. Cutting the bond between rings removes the defect. The same happens in the armchair ribbon of seven rows when the layer is cut through the four bonds parallel to the ribbon. At a band edge $v=0$, and the selection rule (11) breaks down; the limit $\eta\to0^+$ of $gB^\dagger$ must then be taken directly. It can be finite: for the one-orbital chain, $\kappa\to0$ gives $F=1$ and $\Sigma_R=-t$.

## Example: a chain with two orbitals

Take one s and one p orbital per layer, with round model parameters $a=3.0$ Å, $E_s=-2.0$, $E_p=2.0$, $t_{ss}=-1.0$, $t_{pp}=0.8$ and $t_{sp}=0.6$ eV:
$$H_0=\begin{pmatrix}E_s&0\\0&E_p\end{pmatrix},\qquad
B=\begin{pmatrix}t_{ss}&t_{sp}\\-t_{sp}&t_{pp}\end{pmatrix}. \tag{19}$$
The bands extend from $-4.0$ to 0 eV and from 0.4 to 3.6 eV. With $C=\cos\kappa$, the off-diagonal elements of $H(\kappa)$ are $\pm2it_{sp}\sin\kappa$, and $\det[E-H(\kappa)]=0$ reads
$$(E-E_s-2t_{ss}C)(E-E_p-2t_{pp}C)-4t_{sp}^2(1-C^2)=0. \tag{20}$$

**Lower band, $E=-1.0$ eV.** Equation (20) becomes $(1+2C)(-3-1.6C)-1.44(1-C^2)=0$, or
$$1.76C^2+7.6C+4.44=0,\qquad C=\frac{-7.6\pm5.148}{3.52}=-0.697,\ -3.622 .$$
The first root is a propagating pair $\kappa=\pm2.341$. The second gives a decaying mode with
$$\lambda_2=C+\sqrt{C^2-1}=-3.622+3.481=-0.141,$$
whose amplitude falls by a factor $e$ in 1.53 Å.

For $\kappa=+2.341$ the factor is $\lambda_1=-0.6966+0.7175i$ and the vector is $u_1=(0.90965,\ 0.41538i)$. Then
$$u_1^\dagger Bu_1=-0.82746+0.13803+2(0.6)(0.90965)(0.41538)i=-0.68943+0.45342i,$$
$$\mathrm{Im}\,x=(-0.6966)(0.4534)+(0.7175)(-0.6894)=-0.8105 .$$
By (12), $v/a=1.621$ eV, or $\hbar v=4.863$ eV Å. It is positive, so this is the outgoing mode.

With $u_2=(0.5561,-0.8311)$, equation (2) gives
$$F=\begin{pmatrix}-0.44865+0.81153i&-0.20596+0.54295i\\-0.37058-0.14058i&-0.38873-0.09405i\end{pmatrix}.$$
The first element of $BF$ is
$$\Sigma_{ss}=-F_{ss}+0.6F_{ps}=(0.44865-0.81153i)+(-0.22235-0.08435i)=0.22630-0.89588i,$$
and the whole matrix, in eV, is
$$\Sigma_R=\begin{pmatrix}0.2263-0.8959i&-0.0273-0.5994i\\-0.0273-0.5994i&-0.1874-0.4010i\end{pmatrix}.$$
In atomic units $\Sigma_{ss}=0.0083-0.0329i$ hartree.

The eigenvalues of $\Gamma$ are 0 and 2.594 eV: one channel is open. The second value exceeds $v/a=1.621$ eV because $u_1$ and $u_2$ are not orthogonal. Let $r$ be the first row of $U^{-1}$. By (17), $\Gamma=(v/a)\,r^\dagger r$, with nonzero eigenvalue $(v/a)|r|^2$. The conditions $ru_1=1$ and $ru_2=0$ place $r^\dagger$ along the part of $u_1$ orthogonal to $u_2$, so $|r|^2=1/(1-|u_2^\dagger u_1|^2)$. Here $|u_2^\dagger u_1|^2=0.375$, and $1.621/0.625=2.594$ eV.

**Gap, $E=0.2$ eV.** Both modes decay, with $\lambda=-0.861$ and $-0.170$. The self-energy is real, with diagonal elements 0.320 and $-0.198$ eV, and $\Gamma=0$. The lead shifts and mixes the device levels but carries nothing away.

**Upper band, $E=2.0$ eV.** The outgoing mode has $ka=-1.814$ and $\hbar v=+4.141$ eV Å. Its wavenumber is negative because this band falls from 3.6 eV at $\kappa=0$ to 0.4 eV at $\kappa=\pi$. Selecting $k>0$ here would have produced the advanced self-energy.

At these three energies $BF$ agrees with a layer-by-layer elimination of the lead to within $2\times10^{-7}$ eV, comparable to the imaginary energy of $10^{-7}$ eV used in the elimination. The numerical check also covers the left lead, the coupling $V\ne B$ and a singular $B$.

**A surface state.** Changing the on-site energies to $E_s=-1.0$ and $E_p=1.0$ eV gives a chain whose cut end binds a state at 0.111 eV, found by diagonalizing a finite chain. At that energy the smallest singular value of $U$ is zero to rounding, $4\times10^{-16}$. At an energy 0.2 eV higher it is 0.086, and $F$ can again be formed from the modes.

## Values computed for the example and the checks

```
layer spacing a = 3.0 angstrom
on-site energies Es, Ep = -2.0, 2.0 eV
hoppings tss, tpp, tsp = -1.0, 0.8, 0.6 eV
lower band: -4.0000 to -0.0000 eV
upper band: 0.4000 to 3.6000 eV
--- E = -1.0 eV, open outgoing modes: 1
mode 1: lambda = -0.69658+0.71748i, ka = 2.34141 rad, hbar v = 4.86296 eV angstrom
mode 2: lambda = -0.14080+0.00000i, amplitude decay length = 1.5303 angstrom
u1 (s, p) = 0.90965+0.00000i, 0.00000+0.41538i
u2 (s, p) = 0.55607+0.00000i, -0.83114+0.00000i
F row 1 = -0.44865+0.81153i, -0.20596+0.54295i
F row 2 = -0.37058-0.14058i, -0.38873-0.09405i
Sigma_R row 1 = 0.22630-0.89588i, -0.02727-0.59938i eV
Sigma_R row 2 = -0.02727-0.59938i, -0.18740-0.40101i eV
Sigma_R(s,s) = 0.00832-0.03292i hartree
eigenvalues of Gamma = 0.00000, 2.59378 eV
largest |B F - elimination| = 4.3e-08 eV
--- E = 0.2 eV, open outgoing modes: 0
mode 1: lambda = -0.86128+0.00000i, amplitude decay length = 20.0882 angstrom
mode 2: lambda = -0.16952+0.00000i, amplitude decay length = 1.6903 angstrom
Sigma_R row 1 = 0.31961+0.00000i, 0.03167+0.00000i eV
Sigma_R row 2 = 0.03167+0.00000i, -0.19786+0.00000i eV
eigenvalues of Gamma = 0.00000, 0.00000 eV
largest |B F - elimination| = 1.6e-07 eV
--- E = 2.0 eV, open outgoing modes: 1
mode 1: lambda = -0.24097-0.97053i, ka = -1.81416 rad, hbar v = 4.14093 eV angstrom
mode 2: lambda = -0.15060+0.00000i, amplitude decay length = 1.5847 angstrom
Sigma_R row 1 = 0.43038-0.37243i, 0.30000-0.51962i eV
Sigma_R row 2 = 0.30000-0.51962i, 0.17202-0.72498i eV
eigenvalues of Gamma = 0.00000, 2.19480 eV
largest |B F - elimination| = 3.7e-08 eV
--- explicit chain: 601 layers, Im z = 0.1 eV
device Green function error, V = B: 9.9e-16 1/eV
device Green function error, V not B: 5.6e-16 1/eV
--- singular hopping, 4 orbitals: open modes = 1
largest self-energy error, both leads = 1.6e-06 eV
--- inverted chain: Es, Ep = -1.0, 1.0 eV
surface-state energy = 0.11111 eV
smallest singular value of U there = 3.9e-16
smallest singular value of U 0.2 eV higher = 0.0859
```
